# The common focus of exponential absorption edges, part 2

The exponential absorption edges of a material at different temperatures $T$, extrapolated upward, may all meet at one point, the focus. Here this is tested on a model film. Energies are in eV or meV, absorption $\alpha$ in cm$^{-1}$, and $E$ is the photon energy. The Urbach energy $E_U$ is the width of the edge, and the gap $E_g$ is the energy at which the exponential edge reaches a fixed level $\alpha_r$. If

$$
E_g(T)=A-B\,E_U(T),
\tag{2}
$$

with constant $A$ and $B$, the focus is at

$$
E_f=A,\qquad \alpha_f=\alpha_r\,e^{B},
\tag{4}
$$

and the edges are

$$
\alpha(E,T)=\alpha_f\exp\!\left[-\frac{E_f-E}{E_U(T)}\right].
\tag{5}
$$

Reading the gap at $\alpha_re^{q}$ instead leaves $A$ unchanged and replaces $B$ by $B-q$. In general, edges $i$ and $j$ cross at

$$
E_{ij}=\frac{E_{gi}E_{Uj}-E_{gj}E_{Ui}}{E_{Uj}-E_{Ui}}
=E_{gi}-E_{Ui}\,s_{ij},\qquad
s_{ij}=\frac{E_{gj}-E_{gi}}{E_{Uj}-E_{Ui}} .
\tag{7}
$$

In the thermal model, both quantities follow one vibration of angular frequency $\omega$ with mean occupation $n(T)=1/(e^{\hbar\omega/kT}-1)$:

$$
E_U=E_s+c_U\left(n+\tfrac12\right),\qquad
E_g=E_b-c_g\left(n+\tfrac12\right).
\tag{16}
$$

Here $E_s$ is the width from static disorder, $E_b$ the gap without the vibrational term, and $c_U$, $c_g$ are coupling energies. It follows that

$$
B=\frac{c_g}{c_U},\qquad A=E_b+BE_s .
\tag{17}
$$

Above a joining level $\alpha_j=4KE_U^2$ the absorption follows the square law $K(E-E_T)^2$, with the square-law gap $E_T=A_T-B_TE_U$. If $\alpha_j$ is the same at all temperatures, then with $L=\ln(\alpha_j/\alpha_r)$

$$
A=A_T,\qquad B=B_T-2+L .
\tag{15}
$$

If $K$ is constant instead, edges of widths $x$ and $y$ cross at a distance $D=E-A_T$ above $A_T$, where

$$
D=\frac{2xy\,\ln(y/x)}{y-x}\;\longrightarrow\;2x\quad\text{as }y\to x .
\tag{14}
$$

For a numerical case, take round parameters in the rough regime of hydrogenated amorphous silicon films: $\hbar\omega=35$ meV, $E_s=30$ meV, $c_U=25$ meV, $c_g=175$ meV and $E_b=1.94$ eV. The gap is read at $\alpha_r=1000$ cm$^{-1}$, and the exponential part ends at $\alpha_j=3000$ cm$^{-1}$ at all temperatures. At 300 K the occupation is 0.3481, so that

$$
E_U=30+25\times0.8481=51.2\ \text{meV},
$$

$$
E_g=1.94-0.175\times0.8481=1.792\ \text{eV}.
$$

The same steps give widths of 42.9, 46.3 and 56.7 meV at 100, 200 and 400 K, with gaps of 1.849, 1.826 and 1.753 eV. The focus follows from (17):

$$
B=\frac{175}{25}=7,\qquad
E_f=1.94+7\times0.030=2.15\ \text{eV},
$$

$$
\alpha_f=1000\,e^{7}=1.10\times10^{6}\ \text{cm}^{-1}.
$$

This was tested on spectra computed at the four temperatures. Straight lines were fitted to the logarithm of the absorption between 10 and 1000 cm$^{-1}$, and all six pairs of lines crossed at the energy and height just found. Reading the gap at 100 cm$^{-1}$ instead left $A$ at 2.15 eV and raised $B$ to 9.303, which is $7+\ln10$, as a change of reference level requires.

The focus can be used to find the absorption at an energy on the exponential part. At 1.65 eV, which is 0.50 eV below the focus, the 300 K value is

$$
\alpha=1.10\times10^{6}\,e^{-0.50/0.0512}\approx63\ \text{cm}^{-1}.
$$

At 100 K it is 9.6 cm$^{-1}$, and at 400 K it is 162 cm$^{-1}$. Heating from 100 to 400 K thus raises the absorption at this energy by a factor of about 17, while the width grows by about a third. The large factor arises because the width stands in the denominator of an exponent whose size is about ten.

The real edge does not follow the exponential as far as the focus. In the model it bends over at 3000 cm$^{-1}$, and from there to the focus the line still rises by $\ln(1.10\times10^6/3000)\approx5.9$ factors of $e$. At the focus energy the square law gives, with $E_f-E_T=B_TE_U$ and $K=\alpha_j/(4E_U^2)$,

$$
\alpha_{\text{real}}(E_f)=K(B_TE_U)^2=\frac{\alpha_jB_T^2}{4}.
\tag{18}
$$

Here $B_T=B+2-\ln(\alpha_j/\alpha_r)=7.90$, so the absorption is $4.7\times10^4$ cm$^{-1}$. The extrapolated line is higher by a factor of about 23. The width has cancelled from (18), which means that in this model the bent curves also meet at $E_f$, but at a much lower absorption. This follows from keeping the joining level fixed, which makes $K$ vary as $1/E_U^2$. Here $K$ falls by a factor of 1.7 from 100 to 400 K, and above $E_f$ the absorption decreases on heating. Both are features of this assumption and should not be expected of a real film. The height $\alpha_f$ is a parameter of the exponential edges and should not be used as the absorption of the film at 2.15 eV.

If $K$ is held constant instead, at its 300 K value, and the linear law for $E_T$ is left unchanged, the crossings move. For the edges at 100 and 200 K, (14) gives

$$
D=\frac{2\times42.94\times46.28}{46.28-42.94}\,
\ln\frac{46.28}{42.94}\approx89\ \text{meV},
$$

so that these edges cross at 2.239 eV. The edges at 200 and 300 K cross at 2.247 eV, and those at 300 and 400 K at 2.258 eV. The drift within the series is only about 19 meV, but the whole set lies 89 to 108 meV above $A_T$. A set of lines may therefore seem to meet fairly well at a point that is not the zero-width value of the square-law gap.

A second departure occurs if the gap and the width respond to different vibrations. Let the gap follow a mode of 30 meV while the width still follows the mode of 35 meV, and let the value of the gap and its rate of change at 300 K be the same as before. The crossing of the 100 and 200 K edges is then at 2.188 eV, and that of the 300 and 400 K edges at 2.147 eV. The direction of this drift can be understood from the cold limit. There $n\approx e^{-\hbar\omega/kT}$, and its temperature derivative is $(\hbar\omega/kT^2)e^{-\hbar\omega/kT}$. For a gap mode $\omega_g$ and a width mode $\omega_U$, the ratio of the two rates is

$$
\frac{dn_g/dT}{dn_U/dT}\approx
\frac{\omega_g}{\omega_U}\,e^{\hbar(\omega_U-\omega_g)/kT}.
$$

With $\omega_g<\omega_U$ this ratio grows on cooling. The cold form is accurate only up to about 100 K, but the exact ratio has the same trend, from 1.19 at 400 K to 1.57 at 100 K. The gap then changes more per unit of width in the cold, the plot of gap against width is steeper at small widths, and its tangent meets the axis of zero width at a higher energy.

A change in the static disorder acts differently. Suppose that $E_s$ has grown by 1 meV by the time the film is measured at 400 K, while the gap has kept its value. The crossing of the 100 and 400 K edges then falls from 2.150 to 2.130 eV. To first order in the change $\delta$ of the larger width, differentiating the crossing energy (7) gives

$$
\delta E_{12}\approx-\frac{B\,E_{U1}}{E_{U2}-E_{U1}}\,\delta
=-\frac{7\times42.94}{56.70-42.94}\,\delta\approx-22\,\delta .
\tag{19}
$$

The computed shift of about 20 meV is slightly smaller because the change is not infinitesimal. If the gap had fallen by $B\delta=7$ meV at the same time, the point would have stayed on the straight line and the focus would not have moved. By the same reasoning, films with different static disorder share a focus if they have the same $B$ and the same value of $E_b+BE_s$.

Equation (19) applies equally to an error of measurement, provided that the misread line still has its correct energy at the reference level. An error of 1 meV in the larger width, which is about 2% of that width, then moves the crossing by some 20 meV. A fitted line with a wrong slope turns instead about the centre of its fitting window. If the absorption there is 100 cm$^{-1}$, the value of $B$ for that level, 9.303, takes the place of 7 in (19), and the shift is nearer 30 meV. The factor is large because the two widths differ by only 14 meV, and it falls if a wider range of widths can be measured. The absorption that a single line gives when extrapolated to the focus energy is sensitive too. If the 300 K width is read 1 meV too large while the line is held at the reference level, the exponent at the focus energy changes by about $-B\,\delta/E_U=-7/51.2\approx-0.14$. The computed absorption there is multiplied by 0.875.

Errors in the slopes can even imitate a focus. Suppose that several fitted lines differ only because their slopes are wrong, each line being well fixed at the centre $E_c$ of a common fitting window. All of them pass through nearly the same point at $E_c$, and a search for a common crossing will find it there. An apparent focus inside the fitting window therefore needs a comparison with the errors of the slopes before it is given a physical meaning.

Absorption by defects adds a background to the edge. Take a constant background of 1 cm$^{-1}$, and first fit each line over the range in which the edge without background runs from 10 to 1000 cm$^{-1}$. The logarithm of the sum depends on the temperature only through the edge absorption $\alpha$, and each window contains the same values of $\ln\alpha$. Since $\ln\alpha$ is linear in $E$, every fit gives the same relation $a+b\ln\alpha$, with the same constants $a$ and $b$. At $E_f$ all edges have $\alpha=\alpha_f$, so the fitted lines still meet at 2.15 eV. Their common height is changed to $9.6\times10^5$ cm$^{-1}$, about 12% below the value without background.

The result is quite different if every edge is fitted between the same two photon energies, 1.60 and 1.75 eV. The fitted lines for 100 and 400 K then cross at 2.31 eV and $1.7\times10^7$ cm$^{-1}$, which is 0.16 eV too high in energy and about 16 times too high in absorption. At the lower end of this window the edge itself amounts to

$$
1.10\times10^6\,e^{-0.55/0.04294}\approx3\ \text{cm}^{-1}
$$

at 100 K, but to about 67 cm$^{-1}$ at 400 K. The same background is a third of the first value and 1.5% of the second. It flattens the cold line much more than the hot one. The cold line lies lower in the window and has to overtake the hot line with a smaller advantage in slope, which moves the crossing upward. The background also raises the cold line, which acts the other way, but the computed crossing shows that the loss of slope prevails. For this background, windows of equal absorption preserve the focus energy and windows of equal photon energy do not. The preservation is exact only because the background does not depend on photon energy. A background of 1 cm$^{-1}$ at 1.6 eV that rises by a factor $e$ per 0.5 eV moves the crossings up by about 7 meV even with windows of equal absorption, and one that rises by $e$ per 0.2 eV moves them up by 16 to 20 meV.

The parameters can be set beside real films. Good hydrogenated amorphous silicon has, roughly, an Urbach energy of 50 meV at room temperature and a square-law gap between 1.7 and 1.8 eV, depending on the hydrogen content. At 300 K the model has a width of 51 meV and, from $E_T=A_T-B_TE_U$, a square-law gap of about 1.75 eV. A gap read at a high absorption is larger: at $10^4$ cm$^{-1}$ the square law of the model gives 1.93 eV. Its single mode of 35 meV replaces the broad spectrum of vibrations in a real film, and the couplings are chosen values. With many modes the linear relation is kept if gap and width weight all modes in the same proportion; with different weights it is in general lost. The joining level of a real film need not be constant either. This does not move the focus as long as the fixed-level gap remains linear in the width. If instead the square-law gap is the linear one and $K$ is constant, the crossings in the example move by about 0.1 eV. The mismatch between modes of 30 and 35 meV moved them by up to about 0.04 eV among the four temperatures used, and it moves them further for colder edges. The defect background in a fixed energy window moved the crossing of the 100 and 400 K lines by 0.16 eV, more than the other departures did for that pair. Its effect depends strongly on how cold the edges are: about 0.5 eV for 100 and 200 K, but only about 0.04 eV for 300 and 400 K. These numbers do not carry over to other materials, but the derivation does wherever the edge is exponential and the fixed-level gap is linear in the width. The values used in this example are collected in the numerical output below.

## Table of computed values

```
phonon energy: 35 meV
static part of width: 30 meV
width coupling c_U: 25 meV
gap coupling c_g: 175 meV
bare gap E_b: 1.94 eV
reference level: 1000 cm^-1
top of exponential part: 3000 cm^-1
100 K: n = 0.0175, E_U = 42.94 meV, gap = 1.8494 eV
200 K: n = 0.1511, E_U = 46.28 meV, gap = 1.8261 eV
300 K: n = 0.3481, E_U = 51.20 meV, gap = 1.7916 eV
400 K: n = 0.5680, E_U = 56.70 meV, gap = 1.7531 eV
slope B: 7.000 (no unit)
focus energy, formula: 2.1500 eV
focus absorption, formula: 1.0966e+06 cm^-1
focus energy, mean of fitted crossings: 2.1500 eV
focus absorption, fitted: 1.0966e+06 cm^-1
gap read at 100 cm^-1: A = 2.1500 eV, B = 9.303
absorption at 1.65 eV, 100 K: 9.61 cm^-1
absorption at 1.65 eV, 200 K: 22.27 cm^-1
absorption at 1.65 eV, 300 K: 62.98 cm^-1
absorption at 1.65 eV, 400 K: 162.32 cm^-1
Neglected effects
real absorption at focus energy, 300 K: 4.682e+04 cm^-1
extrapolated over real, 300 K: 23.4
gap phonon energy in mismatch test: 30 meV
mismatch, crossing 100/200 K: 2.1884 eV
mismatch, crossing 300/400 K: 2.1465 eV
square-law gap slope B_T: 7.901 (no unit)
constant prefactor K: 2.861e+05 cm^-1 eV^-2
constant K, crossing 100/200 K: 2.2391 eV
constant K, crossing 200/300 K: 2.2473 eV
constant K, crossing 300/400 K: 2.2577 eV
defect background: 1 cm^-1
background, window 10-1000 cm^-1 of bare edge: 2.1500 eV
  its focus absorption: 9.644e+05 cm^-1
background, window 1.60-1.75 eV, 100/400 K: 2.3092 eV
  its crossing absorption: 1.733e+07 cm^-1
static disorder +1 meV at 400 K, crossing 100/400 K: 2.1296 eV
width misread by +1 meV at 300 K: absorption at focus energy times 0.875
```
